# The dipole barrier of a jellium surface with Smith's trial density

## Problem

In the jellium model of a metal surface the ions are smeared into a uniform positive background of density $n$ (in units of the elementary charge) that fills $x<0$ and ends abruptly at $x=0$. Smith's trial density for the electrons is

$$
n(x)=\begin{cases} n\left(1-\tfrac12 e^{\beta x}\right), & x<0,\\[2pt] \tfrac12\, n\, e^{-\beta x}, & x>0,\end{cases}
$$

with one parameter, the inverse decay length $\beta>0$. Hartree atomic units are used unless another unit is named.

(a) Let $v(x)$ be the electrostatic potential energy of an electron. Find the dipole barrier $D=v(+\infty)-v(-\infty)$.

(b) Treat calcium as jellium with two valence electrons per atom and an fcc lattice constant of $0.558$ nm, a rough typical value. Choose $\beta$ by minimizing the surface energy, then find $D$ and the work function.

## A tempting solution

Electrons have spilled out of the metal. The spilled number per unit area is

$$
N=\int_0^\infty \tfrac12 n e^{-\beta x}\,dx=\frac{n}{2\beta}.
$$

They leave an equal positive charge behind, so the surface resembles a parallel-plate capacitor. The spilled electrons lie on average a distance $1/\beta$ outside the edge. A capacitor with charge $N$ per area and plate separation $d$ has a potential step $4\pi N d$, so with $d=1/\beta$

$$
D\overset{?}{=}4\pi\,\frac{n}{2\beta}\,\frac1\beta=\frac{2\pi n}{\beta^2}.
$$

## Where it fails

The charge $N$ is right, and so is the capacitor formula. The fault is the separation. The distance $1/\beta$ runs from the spilled electrons to the background edge, which places the positive plate at $x=0$. The uncompensated positive charge is not there. It lies where electrons are missing, in the region $x<0$, and its mean position is

$$
\frac{\int_{-\infty}^0 x\,\tfrac12 n e^{\beta x}dx}{\int_{-\infty}^0 \tfrac12 n e^{\beta x}dx}
=\frac{-n/(2\beta^2)}{n/(2\beta)}=-\frac1\beta .
$$

The two charge centres are therefore $2/\beta$ apart, and the tempting answer is too small by a factor of two. It counts the rise of $v$ outside the edge and omits an equal rise inside.

## Part (a): the barrier from Poisson's equation

Let $\delta n(x)$ be the electron density minus the background density:

$$
\delta n=-\tfrac12 n e^{\beta x}\ (x<0),\qquad \delta n=+\tfrac12 n e^{-\beta x}\ (x>0).
$$

Its integral is $-n/(2\beta)+n/(2\beta)=0$, so the surface is neutral. The charge density is $-\delta n$, and the electrostatic potential $\phi$ obeys $\phi''=-4\pi(-\delta n)=4\pi\,\delta n$. An electron has charge $-1$, so $v=-\phi$ and

$$
v''=-4\pi\,\delta n .
$$

Deep in the metal the field vanishes. By neutrality it also vanishes far outside. Integration by parts gives

$$
\int_{-\infty}^{\infty}x\,v''\,dx=\big[x\,v'\big]_{-\infty}^{\infty}-\int_{-\infty}^{\infty}v'\,dx=-D,
$$

because $v'$ decays exponentially and the bracket is zero. Inserting Poisson's equation on the left gives $-4\pi\int x\,\delta n\,dx=-D$, or

$$
D=4\pi\int_{-\infty}^{\infty}x\,\delta n(x)\,dx .
$$

Shifting the origin by $x_0$ changes the integral by $-x_0\int\delta n\,dx=0$, so the origin does not matter. With $\int_0^\infty x e^{-\beta x}dx=1/\beta^2$, the outer region contributes $+n/(2\beta^2)$. Inside, both $x$ and $\delta n$ are negative, so that region also contributes $+n/(2\beta^2)$. Hence

$$
\boxed{D=\frac{4\pi n}{\beta^2}}
$$

The sign is positive: an electron must climb $D$ to leave the metal. In Hartree units $4\pi$ stands for $e^2/\varepsilon_0$, so in SI form $D=e^2n/(\varepsilon_0\beta^2)$.

Integrating Poisson's equation twice on each side, with $v(-\infty)=0$, gives the whole profile:

$$
v=\tfrac12D\,e^{\beta x}\ (x<0),\qquad v=D-\tfrac12D\,e^{-\beta x}\ (x>0).
$$

Inside, $v''=\tfrac12D\beta^2e^{\beta x}=2\pi n e^{\beta x}=-4\pi\,\delta n$, as required; outside the sign of both sides is reversed. At $x=0$ both forms have the value $D/2$ and the slope $\beta D/2$. Half of the barrier lies on each side of the edge.

At fixed $n$, a sharper profile (larger $\beta$) lowers $D$ as $1/\beta^2$. One power comes from the smaller displaced charge and one from the shorter separation.

## Part (b): fixing the decay length

The surface energy $\sigma$ is the energy per area of the electrons and background, minus the energy the same electrons would have in the bulk. It has three parts here.

**Electrostatic part.** The field energy is $\frac1{8\pi}\int v'^2dx$ with $v'=\tfrac12\beta D e^{-\beta|x|}$. Since $\int e^{-2\beta|x|}dx=1/\beta$,

$$
\frac1{8\pi}\,\frac{\beta^2D^2}{4}\,\frac1\beta=\frac{\beta D^2}{32\pi}=\frac{\beta}{32\pi}\,\frac{16\pi^2n^2}{\beta^4}=\frac{E}{\beta^3},\qquad E=\frac{\pi n^2}{2}.
$$

**Gradient part.** The kinetic energy of slowly varying electrons has the leading gradient correction $\frac1{72}\int n'^2/n\,dx$. A metal surface is not slowly varying, so keeping only this term is a model choice; its effect on $D$ is given with the numbers below. Set $y=e^{-\beta|x|}$, so that each side becomes an integral over $0<y<1$ with $|dx|=dy/(\beta y)$. On both sides $n'^2=n^2\beta^2y^2/4$. The density is $n(1-y/2)$ inside and $ny/2$ outside, so

$$
\int\frac{n'^2}{n(x)}dx=n\beta\left[\int_0^1\frac{y\,dy}{2(2-y)}+\int_0^1\frac{dy}{2}\right]
=n\beta\left[\frac{2\ln2-1}{2}+\frac12\right]=n\beta\ln2 .
$$

The first integral follows from $y/(2-y)=-1+2/(2-y)$. This part of $\sigma$ is $G\beta$ with $G=n\ln2/72$.

**Local part.** For the remaining energy density take Thomas-Fermi kinetic energy, local exchange and Wigner correlation:

$$
f(m)=m\left[\tfrac{3}{10}(3\pi^2m)^{2/3}-\tfrac34\left(\tfrac{3m}{\pi}\right)^{1/3}-\frac{0.44}{r_s(m)+7.8}\right],\qquad r_s(m)=\left(\frac{3}{4\pi m}\right)^{1/3}.
$$

By neutrality the bulk energy to subtract is $f(n)$ throughout $x<0$. The same substitution gives $L/\beta$, with

$$
L=\int_0^1\frac{f\!\left(n-\tfrac12ny\right)-f(n)+f\!\left(\tfrac12ny\right)}{y}\,dy .
$$

The total is $\sigma(\beta)=L/\beta+G\beta+E/\beta^3$. Setting $d\sigma/d\beta=-L/\beta^2+G-3E/\beta^4=0$ and multiplying by $\beta^4$ gives

$$
G\beta^4-L\beta^2-3E=0,\qquad \beta^2=\frac{L+\sqrt{L^2+12GE}}{2G}.
$$

The other root for $\beta^2$ is negative, because the product of the roots is $-3E/G$. Since $\sigma\to+\infty$ for both $\beta\to0$ and $\beta\to\infty$, the single positive stationary point is a minimum.

### Numbers for calcium

The cubic cell holds four atoms and eight valence electrons, so $n=8/(0.558\ \text{nm})^3=46.05\ \text{nm}^{-3}$, or $0.006823$ in atomic units, with $r_s=3.27$. Numerical quadrature of $L$ gives, in units of $10^{-5}$ a.u., $-40.31$ from kinetic energy, $+32.38$ from exchange and $+3.66$ from correlation. The sum is $L=-4.27$. In the same units $G=6.569$ and $E=7.313$. Therefore

$$
\beta^2=\frac{-4.27+\sqrt{4.27^2+12(6.569)(7.313)}}{2(6.569)}=1.531,\qquad \beta=1.2375\ \text{bohr}^{-1}.
$$

This is $23.39\ \text{nm}^{-1}$, a decay length of $0.043$ nm. With $e/\varepsilon_0=18.095$ V nm,

$$
D=18.095\times\frac{46.05}{23.39^2}\ \text{eV}=1.52\ \text{eV}\quad(0.0560\ \text{hartree}).
$$

At fixed $n$, making $\beta$ ten per cent smaller raises $D$ to $1.88$ eV; making it ten per cent larger lowers $D$ to $1.26$ eV. The barrier is thus quite sensitive to the shape of the surface density.

It is also sensitive to the truncated gradient expansion. That expansion requires $|n'|/(2k_Fn)\ll1$, with $k_F$ taken at the local density, but here the ratio is about 1.3 at the edge. Adding the fourth-order gradient term and minimizing again gives $\beta\approx1.00\ \text{bohr}^{-1}$ and $D\approx2.3$ eV, a rise of 0.8 eV that carries over to the work function. The digits quoted for $D$ and $\Phi$ therefore belong to the functional chosen here and do not measure its accuracy.

### From barrier to work function

The work function $\Phi$ is the energy needed to take an electron from the Fermi level to rest in the vacuum. Measured from the interior electrostatic level $v(-\infty)$, the Fermi level lies at

$$
\mu=\frac{df}{dn}=\frac{k_F^2}{2}+v_{xc},\qquad k_F=(3\pi^2n)^{1/3},
$$

where $v_{xc}$ is the derivative of the exchange and correlation terms of $f$. The vacuum level lies at $D$ on the same scale, so $\Phi=D-\mu$. For this density $k_F^2/2=4.68$ eV and $v_{xc}=-6.27$ eV, hence $\mu=-1.59$ eV and

$$
\Phi=1.52+1.59=3.11\ \text{eV}.
$$

In this model about half of the work function comes from the dipole and half from exchange and correlation outweighing the Fermi energy. The tempting formula, with the same $\beta$, would have given $D=0.76$ eV and $\Phi=2.35$ eV.

## The high-density limit

As $n$ grows, the kinetic part of $L$, which is negative and scales as $n^{5/3}$, dominates exchange, which scales as $n^{4/3}$. Also $L^2\propto n^{10/3}$ outgrows $GE\propto n^3$. Expanding the square root for $L<0$,

$$
\beta^2\simeq\frac{-|L|+|L|\left(1+6GE/L^2\right)}{2G}=\frac{3E}{|L|},\qquad
D\simeq\frac{4\pi n|L|}{3E}=\frac{8|L|}{3n}.
$$

The kinetic part of $L$ is a fixed multiple of $n\cdot\tfrac35E_F$, with $E_F=k_F^2/2$. The calcium values give this multiple as $-0.572$, so $D\to\tfrac83(0.572)(\tfrac35)E_F=0.915\,E_F$.

Full Thomas-Fermi theory supplies the comparison. There $v(x)+\tfrac12[3\pi^2n(x)]^{2/3}$ is constant. Equating its values deep inside and far outside, where the density vanishes, gives $D=E_F$. The trial shape is 8.5 per cent below that limit. Calcium is far from it: $D/E_F=0.33$, because exchange and correlation cancel most of the kinetic part of $L$.

## How good is the trial profile?

The formula for $D$ follows without approximation from the assumed density. Whether that density is right is a separate question, and the potential at the edge gives a way to examine it.

Take a thick jellium slab of thickness $\ell$ and stretch its background by $d\ell$ at fixed $n\ell$, moving one face. If the electrons minimize the energy, their response does not change it to first order. The energy change per area is then $\int\phi\,\delta n_+dx$, where $\delta n_+$ is the change of the background. The background gains $n\,d\ell$ at the edge and loses the same amount spread through the interior, so the change is $-n\,d\ell\,[v(0)-v(-\infty)]$. The bulk energy per area is $n\ell\,\varepsilon(n)$, with $\varepsilon=f/n$ the energy per electron. Since $dn=-n\,d\ell/\ell$, it changes by $-n^2\varepsilon'(n)\,d\ell$. The change in surface energy vanishes as $1/\ell$, so

$$
v(0)-v(-\infty)=n\,\frac{d\varepsilon}{dn}.
$$

This is the Budd-Vannimenus theorem. For the calcium density the right side is $0.50$ eV, whereas the trial profile gives $D/2=0.76$ eV. A density that fully minimized the energy functional of part (b) would obey the theorem, since gradient terms vanish in the bulk. The mismatch is therefore due to the restricted trial shape.

A self-consistent Kohn-Sham calculation for jellium gives a comparison. It removes both the restricted shape and the approximate kinetic functional, so the differences below reflect the two together. It used the same exchange and correlation, a finite-difference mesh of $0.2$ bohr, and an average over four slabs from 60 bohr upward in thickness, spaced through one Fermi half-wavelength. Halving the mesh moved the work function by $0.001$ eV, and doubling the thickness from 30 to 60 bohr moved it by $0.003$ eV.

| | Smith density | Kohn-Sham slab |
|---|---|---|
| $v(0)-v(-\infty)$ | 0.76 eV | 0.50 eV |
| $D$ | 1.52 eV | 1.79 eV |
| $\Phi$ | 3.11 eV | 3.38 eV |

Compared with the slab, the Smith result has too much of the rise inside the edge and too little outside. The errors partly cancel, leaving $D$ 15 per cent below the slab value. The two errors have different sources. Minimizing the functional of part (b) with no restriction on the shape gives $0.50$ eV inside, as the theorem requires, but only $0.70$ eV outside, so $D=1.20$ eV and $\Phi=2.79$ eV. The excess inside is thus due to the trial shape, while the shortfall outside is due to the approximate kinetic functional.

## Beside real calcium

The measured work function of calcium is roughly 2.9 eV, so both jellium values are of the right size. The Smith value is the closer one, but it is the less accurate solution of the jellium model, so its closeness must owe something to cancelling errors.

One omission is the atomic structure of the surface. Replace each background layer of width $d$ by a charged plane at its centre, keeping the electrons frozen. The added charge is neutral and symmetric in each layer, so its potential energy $u$ vanishes outside the layer. At a distance $t$ inward from either layer boundary, $u=-2\pi nt^2$, and its mean is

$$
\frac2d\int_0^{d/2}(-2\pi nt^2)\,dt=-\frac{\pi nd^2}{6}.
$$

The interior level falls by this amount relative to vacuum, so the barrier rises. The plane spacings of $0.322$ nm for (111) and $0.279$ nm for (100) give barriers that differ by $0.9$ eV, with (111) higher. The separate rises, 3.6 and 2.7 eV, should not be added to $\Phi$ as they stand: real ion cores also repel the valence electrons at short range, which raises the mean interior level. For frozen electrons that amount is the same for every face, so it cancels from the difference. The difference holds only for frozen electrons. Once they relax, the core repulsion no longer cancels between faces, and the difference can become much smaller. The frozen value should therefore not be read as the difference in work function between the two faces. Thermal smearing of the electron occupations matters much less, since $k_BT/E_F=0.0055$ at 300 K. The admixture of calcium's d states and the displacement of surface atoms are not included.

Calcium serves as a low-work-function contact metal, but $D$ is not the Schottky barrier of such a contact. There the electron tail enters a semiconductor instead of vacuum, and bonding and interface states create a different dipole, which this model does not determine.
